# Averaged Mass Matrices and Subband Energies in Linear Finite Elements

An electron of constant mass $m$ is confined to $0<x<L$ by infinitely high walls, and the potential inside is zero. In atomic units ($\hbar=m_e=e=1$) its levels are

$$E_n=\frac{k^2}{2m},\qquad k=\frac{n\pi}{L},\qquad n=1,2,\dots$$

The same levels are to be computed with continuous, piecewise linear functions on $N$ equal elements of length $h=L/N$. The nodes are $x_j=jh$. The known spectrum shows what the discretization does to each subband energy, before a Poisson–Schrödinger calculation adds a potential.

## (a) The matrices

**Derive the stiffness matrix and two mass matrices: the consistent one, from integrals of products of basis functions, and the lumped one, from its row sums.**

*Solution.* Let $\phi_i$ be the hat function that equals 1 at $x_i$, 0 at the other nodes, and is linear between them. Multiply $-\psi''/(2m)=E\psi$ by $\phi_i$ and integrate by parts. For an interior node $\phi_i$ vanishes at both walls, so no boundary term remains:

$$\frac1{2m}\int_0^L\phi_i'\psi'\,dx=E\int_0^L\phi_i\psi\,dx .$$

With $\psi\approx\sum_jc_j\phi_j$ this becomes $Kc=EM_cc$, where

$$K_{ij}=\frac1{2m}\int\phi_i'\phi_j'\,dx,\qquad (M_c)_{ij}=\int\phi_i\phi_j\,dx .$$

A hat has slope $1/h$ on one element and $-1/h$ on the next. Hence

$$K_{ii}=\frac{1}{2m}\,2h\,\frac1{h^2}=\frac1{mh},\qquad K_{i,i\pm1}=-\frac1{2mh}.$$

With $t$ running from 0 to 1 across an element,

$$(M_c)_{ii}=2h\int_0^1t^2dt=\frac{2h}3,\qquad (M_c)_{i,i\pm1}=h\int_0^1t(1-t)\,dt=\frac h6 .$$

All hats, including the two at the walls, add up to 1. A row sum taken before the wall nodes are removed is therefore $\int\phi_i\,dx=h$, and the lumped matrix is $M_l=hI$.

Both choices belong to the family

$$M_\beta=(1-\beta)M_l+\beta M_c,\qquad 0\le\beta\le1,$$

with diagonal entries $h(1-\beta/3)$ and neighbouring entries $\beta h/6$.

## (b) The discrete spectrum

**Solve $Kc=EM_\beta c$ for every mode.**

*Solution.* Try $c_j=\sin(j\theta)$ with $\theta=kh=n\pi/N$. It vanishes at $j=0$ and $j=N$, so the interior rows also hold next to the walls. From $c_{j+1}+c_{j-1}=2\cos\theta\,c_j$ and the definition $s=2(1-\cos\theta)$,

$$Kc=\frac{s}{2mh}\,c,$$

$$M_\beta c=h\left(1-\frac\beta3+\frac\beta3\cos\theta\right)c=h\left(1-\frac{\beta s}6\right)c .$$

Dividing the two eigenvalues gives

$$E_\beta=\frac{1}{2mh^2}\,\frac{s}{1-\beta s/6}.$$

The values $n=1,\dots,N-1$ give $N-1$ independent vectors, which is the size of the matrices, so no mode is missing. Since $s<4$, the denominator is positive. The derivative of $s/(1-\beta s/6)$ with respect to $s$ is $(1-\beta s/6)^{-2}>0$, so the discrete levels have the same order as the true ones.

The nodal values are those of the true wave function for every $\beta$. The choice of mass matrix changes the energy through the norm assigned to these values. Lumping assigns the larger norm, $h$ instead of $h(1-s/6)$ per unit $c^Tc$, and so gives the lower energy.

## (c) The leading errors

**Expand the energy at fixed $n$ as $h\to0$. Which $\beta$ removes the leading error, and what is left?**

*Solution.* Because $E_n=\theta^2/(2mh^2)$,

$$\frac{E_\beta}{E_n}=\frac1{\theta^2}\left(s+\frac{\beta s^2}6+\frac{\beta^2s^3}{36}+\cdots\right).$$

The cosine series gives

$$s=\theta^2-\frac{\theta^4}{12}+\frac{\theta^6}{360}-\cdots,\quad s^2=\theta^4-\frac{\theta^6}6+\cdots,\quad s^3=\theta^6+\cdots$$

Collecting powers,

$$\frac{E_\beta}{E_n}=1+\frac{2\beta-1}{12}\theta^2+\left(\frac1{360}-\frac\beta{36}+\frac{\beta^2}{36}\right)\theta^4+O(\theta^6).$$

The consistent matrix ($\beta=1$) has relative error $+\theta^2/12$ and the lumped matrix ($\beta=0$) has $-\theta^2/12$. The $\theta^2$ term vanishes for $\beta=\tfrac12$ and for no other $\beta$. The averaged matrix $M_a=\tfrac12(M_c+M_l)$ has rows $h(1,10,1)/12$. Its $\theta^4$ coefficient is $\frac1{360}-\frac1{144}=\frac{2-5}{720}$, so

$$\boxed{\frac{E_a}{E_n}=1-\frac{\theta^4}{240}+O(\theta^6)}$$

At fixed $n$ the error falls as $h^4$.

Since $K$ and the eigenvectors are common to both problems, averaging the masses averages the reciprocal energies:

$$\frac1{E_a}=\frac12\left(\frac1{E_c}+\frac1{E_l}\right).$$

Averaging the energies themselves also cancels the $\theta^2$ terms. It leaves $+\theta^4/360$, because both parent energies carry that term. Here the shared eigenvectors give both energies from one diagonalization. On a graded mesh or with a potential the two problems in general no longer share eigenvectors.

## (d) A bound for every mode

**The expansion assumes small $\theta$. Find the sign of the averaged error, and a fourth-order bound on it, for all $0<\theta<\pi$.**

*Solution.* Inserting $s=2(1-\cos\theta)$ at $\beta=\frac12$,

$$\frac{E_a}{E_n}=\frac{12(1-\cos\theta)}{\theta^2(5+\cos\theta)},\qquad 1-\frac{E_a}{E_n}=\frac{f(\theta)}{\theta^2(5+\cos\theta)},$$

$$f=\theta^2(5+\cos\theta)-12(1-\cos\theta).$$

In the power series of $f$ the $\theta^2$ and $\theta^4$ terms cancel, leaving

$$f=\sum_{j\ge3}(-1)^{j-1}a_j\theta^{2j},\qquad a_j=\frac{2j(2j-1)-12}{(2j)!},\qquad a_3=\frac1{40}.$$

The terms alternate in sign. For $j\ge3$,

$$\frac{a_{j+1}}{a_j}=\frac{1-12/[(2j+2)(2j+1)]}{2j(2j-1)-12}<\frac1{18},$$

and $\theta^2<\pi^2<18$, so their sizes decrease. An alternating series of this kind lies between zero and its first term, $0<f<\theta^6/40$. With $5+\cos\theta>4$,

$$0<1-\frac{E_a}{E_n}<\frac{\theta^4}{160}.$$

The averaged levels lie below the true ones. The bound does not make the highest modes accurate: as $\theta\to\pi$ the ratio $E_a/E_n$ tends to $6/\pi^2\approx0.61$.

## (e) A silicon film on ten elements

**Take $L=5.0$ nm (50 angstrom) and $m=0.92$, roughly the longitudinal electron mass of silicon. Evaluate the third level for $N=10$, and find how many elements bring it within 0.1 percent.**

*Solution.* The first level is $E_1=\pi^2/(2mL^2)=0.016349$ eV, so $E_3=9E_1=0.14714$ eV. Here $h=0.50$ nm and $\theta=3\pi/10=0.9425$, which gives $\theta^2=0.8883$ and $s=2(1-\cos\theta)=0.8244$. The formula of part (b) then yields

- lumped: $E_3\,s/\theta^2=0.13657$ eV, an error of $-7.2$ percent;
- consistent: the lumped value divided by $1-s/6=0.8626$, or $0.15832$ eV, an error of $+7.6$ percent;
- averaged: the lumped value divided by $1-s/12=0.9313$, or $0.14664$ eV, an error of $-0.34$ percent.

The leading estimates are $\pm\theta^2/12=\pm7.4$ percent and $-\theta^4/240=-0.33$ percent. The common term $+\theta^4/360=0.22$ percent raises both parent errors, so their sizes should differ by about 0.44 percent, close to the actual 0.41 percent. The mean of the two parent energies is $0.14745$ eV, which is $0.21$ percent too high.

Numerical diagonalization on finer meshes gives these relative errors for the third level:

| $N$ | consistent | lumped | averaged |
|---|---|---|---|
| 20 | $+1.86\times10^{-2}$ | $-1.84\times10^{-2}$ | $-2.07\times10^{-4}$ |
| 40 | $+4.63\times10^{-3}$ | $-4.62\times10^{-3}$ | $-1.29\times10^{-5}$ |

Halving $h$ divides the parent errors by about 4 and the averaged error by about 16.

For an error of $10^{-3}$ the leading terms require $\theta=\sqrt{0.012}=0.1095$ for either parent and $\theta=(0.24)^{1/4}=0.700$ for the average. Since $N=3\pi/\theta$, this means 87 and 14 elements after rounding up. A search over diagonalized meshes gives the same numbers.

## (f) Unequal elements

**Let the element length $h(x)$ vary smoothly. Does the cancellation survive?**

*Solution.* Let $c$ now hold the nodal values of the normalized true $\psi$, and let $I\psi$ be its linear interpolant. On each element $\phi_i'$ is constant and $\psi-I\psi$ vanishes at both ends, so $\int\phi_i'(\psi-I\psi)'dx=0$. Therefore

$$(Kc)_i=\frac1{2m}\int\phi_i'\psi'\,dx=E\int\phi_i\psi\,dx .$$

Define the residual $r=Kc-EM_\beta c$. If $v$ is the discrete eigenvector with energy $E_h$, the symmetry of $K$ and $M_\beta$ gives

$$(E_h-E)\,v^TM_\beta c=v^Tr .$$

The other discrete levels are separated from $E$ by finite gaps, so the same identity shows that $c$ contains their eigenvectors only in amounts proportional to $r$. To leading order $v$ may be replaced by $c$, and $c^TM_\beta c$ by 1.

The consistent part of $c^Tr$ is $E\int I\psi\,(\psi-I\psi)\,dx$. On an element, with $t$ now the distance from its left end, $\psi-I\psi\approx-\frac12\psi''t(h-t)$, whose integral is $-\psi''h^3/12$. Summing over elements and using $\psi''=-k^2\psi$, this part is

$$-\frac E{12}\int h^2\psi\psi''dx=\frac{Ek^2}{12}\int h^2\psi^2dx .$$

For the lumped part, one element contributes $\frac h6(c_{i+1}-c_i)^2\approx\frac{h^3}6\psi'^2$ to $c^T(M_l-M_c)c$. The energy changes by $-\frac{E(1-\beta)}6\int h^2\psi'^2dx$. Inserting $\psi=\sqrt{2/L}\sin kx$,

$$\frac{E_h-E}{E}\approx\frac{k^2}{6L}\int_0^Lh^2\left[\sin^2kx-2(1-\beta)\cos^2kx\right]dx .$$

Constant $h$ returns $(2\beta-1)k^2h^2/12$, as in part (c). For $\beta=\frac12$,

$$\frac{E_h-E}{E}\approx-\frac{k^2}{6L}\int_0^Lh(x)^2\cos(2kx)\,dx .$$

The integral vanishes for equal elements but not in general, so a graded mesh is usually only second order. It also vanishes for every level when $h^2$ is linear in $x$, because $\int_0^Lx\cos(2n\pi x/L)\,dx=0$. Element lengths in arithmetic progression, such as $x=L(\xi+\xi^2)/2$ with $\xi=j/N$, are of this kind, and numerically they keep fourth order. The two contributions weight different places: the consistent error is largest where $\psi^2$ is large, the lumping correction where $\psi'^2$ is large. Their cancellation requires equal weights after integration.

As a case, place the nodes at $x=L[\xi-\sin(2\pi\xi)/(4\pi)]$ with $\xi=j/N$, which shortens the elements near the walls. Diagonalization with $N=10$ gives a first-level error of $+0.78$ percent. On ten equal elements the averaged error is about $-\theta^4/240=-0.004$ percent. At $N=200$ the graded mesh gives $1.9925\times10^{-5}$ and the integral formula $1.9926\times10^{-5}$.

## (g) Adding a potential

**Return to equal elements and add a smooth, finite $V(x)$. How can it enter so that fourth order is kept?**

*Solution.* Taylor expansion about $x_j$ gives

$$\frac{\psi_{j+1}-2\psi_j+\psi_{j-1}}{h^2}=\psi''+\frac{h^2}{12}\psi^{(4)}+\frac{h^4}{360}\psi^{(6)}+\cdots,$$

$$\frac{\psi''_{j+1}+10\psi''_j+\psi''_{j-1}}{12}=\psi''+\frac{h^2}{12}\psi^{(4)}+\frac{h^4}{144}\psi^{(6)}+\cdots$$

The right-hand sides differ by $-h^4\psi^{(6)}/240$. At the walls $\psi''=2m(V-E)\psi=0$, so dropping the wall nodes costs nothing. For the sampled true wave function,

$$K\psi=M_a\left(-\frac{\psi''}{2m}\right)+O(h^5)=M_a(E-V)\psi+O(h^5).$$

The eigenvalues of $M_a$ are $h(1-s/12)>2h/3$, so its inverse raises the remainder by at most a factor $3/(2h)$:

$$\left[M_a^{-1}K+\mathrm{diag}(V)\right]\psi=E\psi+O(h^4).$$

$M_a$ and $K$ share their eigenvectors, so $M_a^{-1}K$ is symmetric. A symmetric matrix has an eigenvalue no farther from $E$ than the norm of the residual divided by that of the vector. This matched form therefore keeps fourth order. It is not the only such form. Averaging the consistent potential matrix $\int V\phi_i\phi_j\,dx$ with the lumped one $h\,\mathrm{diag}V$, as was done for the mass, keeps the matrices symmetric and tridiagonal, and numerically its energies also converge at fourth order for smooth $V$, provided the integrals use $V$ itself; with the linear interpolant of its nodal values they fall to second order unless $V$ is linear. Its nodal wave function does not. The residual $-\frac{h^3}{24}(V''\psi+2V'\psi')$ drops out of the energy, because $\int\psi(V''\psi+2V'\psi')\,dx=\int(V'\psi^2)'dx=0$, but it remains in the eigenvector, which converges only at second order. The matched form gives both energy and nodal values at fourth order, which matters when the density is passed to a Poisson equation. The self-consistent levels stay fourth order only if the Poisson load is also formed with $M_a$; with a lumped or a consistent load they converge at second order.

Suppose instead that the potential is lumped while the mass is averaged, $(K+h\,\mathrm{diag}V)c=EM_ac$. The residual is now $(hI-M_a)V\psi\approx-\frac{h^3}{12}(V\psi)''$. The argument of part (f), followed by two integrations by parts whose boundary terms vanish with $\psi$, gives

$$\Delta E\approx-\frac{h^2}{12}\int\psi''V\psi\,dx=\frac{mh^2}6\langle V(E-V)\rangle .$$

This is second order. Even a constant $V$ then fails to shift all levels equally.

For a number, tilt the film by $0.10$ MV/cm, a drop of $0.050$ eV, with $V=0$ at midplane. Matching Airy functions at the walls gives reference levels of $0.0147$, $0.0659$ and $0.1474$ eV. With the matched form, the largest error among these three is $5.1\times10^{-4}$ eV at $N=10$, and it falls with order 4.01 between $N=20$ and 40. With the lumped potential, the first-level error at $N=80$ is $-1.057\times10^{-6}$ eV, in agreement with the formula, and its order between $N=40$ and 80 is 2.00.

## (h) Mesh error and model error

**Compare the mesh errors of part (e) with what the flat, hard-walled film leaves out.**

*Solution.* A 5 nm film between oxide layers lies in the range of ultrathin-body silicon transistors. The film is taken to be (001)-oriented; the valley counts, masses and layer spacing below differ for other orientations. The material parameters below are rough, and each effect is estimated separately.

The oxide barrier is finite. Take a height $U=3.1$ eV and an oxide mass $m_{ox}=0.5$, and match $\psi$ and $\psi'/\text{mass}$ at the walls. The levels with odd $n$ then satisfy

$$\frac km\tan\frac{kL}2=\frac\kappa{m_{ox}},\qquad\kappa=\sqrt{2m_{ox}(U-E)} .$$

The numerical roots lie below the hard-wall values by $0.0011$ eV for level 1 and $0.0097$ eV for level 3, between 6 and 7 percent in each case. The isotropic nonparabolic model $E(1+\alpha E)=E_3$ with $\alpha=0.5$ per eV would lower level 3 by $0.0095$ eV, but it does not describe motion along the heavy axis. A local empirical-pseudopotential band of silicon, followed along the valley axis and smoothly through the X point, is nearly parabolic over the range of level 3. Two waves of equal energy whose wave numbers differ by $6\pi/L$ lie only about $0.0003$ to $0.0004$ eV below the parabolic value at zero in-plane momentum, depending on the form factors. A film thinner by one atomic layer, about $0.14$ nm, has its first level higher by about $0.001$ eV.

The electrons also bend the band. A sheet density $n_s=10^{12}\ \mathrm{cm^{-2}}$, spread evenly between symmetric gates, has zero field at midplane and $en_s/(2\varepsilon)$ at the walls. The average field over the half width $L/2$ is half the wall value, so the potential energy changes by $e^2n_sL/(8\varepsilon)\approx0.01$ eV for a relative permittivity of about 12. Quantized charge is concentrated toward the midplane, and a self-consistent hard-wall solution gives a drop of about $0.013$ eV. Much of this shifts all levels together: the spacings $E_2-E_1$ and $E_3-E_1$ shrink by only about $0.002$ to $0.003$ eV. The tilt of part (g) lowers level 1 by $0.0016$ eV. In strong inversion the field can approach roughly 1 MV/cm, a drop of $0.5$ eV if it were uniform across the film. The flat well is then no longer a useful starting point.

On ten elements the consistent error in level 3, $+0.0112$ eV, is of the same size as the penetration shift of that level. It is slightly larger for the parameters above, but $m_{ox}=0.85$ would reverse the order. The averaged error, $-0.0005$ eV, is about twenty times smaller than the penetration shift. Refining further would improve the solution of the hard-wall model, but not the model of the film. This small error relies on a weak field (at 1 MV/cm the matched form on ten elements misses level 3 by about $-0.0017$ eV) and on $\psi=0$ at the walls. If the oxide is put on the same uniform mesh, with the jumps in potential and mass at a node and the potential matrix averaged like the mass, the averaged scheme drops to second order. At $h=0.50$ nm its level-3 error is then about $0.0036$ eV, and for level 1 it is no better than the consistent scheme.

Temperature sets another scale. At 300 K, $k_BT=0.0259$ eV. With the Fermi level fixed and Boltzmann statistics, the consistent error multiplies the third-level population by $e^{-0.0112/0.0259}\approx0.65$, and the averaged error by about 1.02. For the two valleys with the heavy mass across the film, the in-plane mass is roughly $0.19$. One subband then has a density of states times $k_BT$ of $2m_tk_BT/(\pi\hbar^2)=4.1\times10^{12}\ \mathrm{cm^{-2}}$, where $m_t$ is that in-plane mass. The ratio $n_s/(4.1\times10^{12}\ \mathrm{cm^{-2}})=0.24$ would apply if all electrons were in this subband, so it is an upper bound. With all hard-wall subbands of both valley groups and Fermi statistics, level 1 holds about 63 percent of the electrons and level 3 about 0.4 percent, and the Fermi level lies $1.8\,k_BT$ below level 1; the four other valleys enter with the in-plane mass $\sqrt{0.19\times0.92}\approx0.42$ and hold about 26 percent. These shares depend on the walls: with the finite barrier above, level 1 holds about 49 percent, the four valleys about 42 percent, and the Fermi level lies $2.1\,k_BT$ below level 1. Degeneracy is weak.

The other four valleys have the light mass across the film. With hard walls their lowest level is $E_1\times0.92/0.19=0.079$ eV. Penetration is much stronger for the light mass: the barrier above lowers this level by 26 percent, to $0.058$ eV, close to the second heavy level at $0.061$ eV. In either case it lies below the third level of the heavy ladder, so a device calculation must include both ladders.
